\section*{Diameter scaling of backscattering from radius fluctuations in a single-subband wire, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the moved wall}

\subsection{What a wrong exponent costs}

Suppose that the backscattering length of a thin wire is known at a diameter of 60 angstrom and is wanted at 100 angstrom. If the wall is treated as a surface that an electron hits at a rate proportional to $1/D$, the length grows by a factor $100/60\approx1.7$. For a hard wall whose radius fluctuates along the axis, with the axial wave number and the roughness held fixed, the factor is $(100/60)^6\approx21$. The linear guess is wrong by more than a factor of ten, over a change of diameter of less than two.

A second error is possible even when the sixth power is known. The exponent belongs to a particular description of the roughness. If the wall displacement is the same all around the circumference, the exponent is 6. If the wall consists of patches much smaller than the circumference, the exponent is close to 7. A statement of diameter scaling therefore has no definite content until the axial roughness spectrum, and its dependence on the diameter, have been stated.

\subsection{The wire and its roughness}

The wire has mean radius $R=D/2$ and its axis along $z$. The electron has an isotropic effective mass $m$ and moves freely inside the wire; the wave function vanishes at the wall. The algebra uses atomic units, $\hbar=m_e=e=1$, so that $m$ is in electron masses. The wall lies at
\begin{equation}
r_{\rm wall}(\theta,z)=R+\delta(\theta,z),\qquad \langle\delta\rangle=0 ,
\end{equation}
where $\delta$ is small and smooth, and the angle brackets denote an average over many wires with the same statistics. Two quantities derived from $\delta$ will be needed, its azimuthal mean and the axial power spectrum of that mean:
\begin{align}
\delta_0(z)&=\frac1{2\pi}\int_0^{2\pi}\delta(\theta,z)\,d\theta ,\\
S_0(q)&=\int_{-\infty}^{\infty}C_0(u)\,e^{-iqu}\,du,\qquad
C_0(u)=\langle\delta_0(z+u)\delta_0(z)\rangle .
\end{align}
The correlation $C_0$ is taken to be independent of $z$. It is then even in $u$, and $S_0$ is real and even in $q$.

\subsection{The lowest subband of the straight wire}

For $\delta=0$ the lowest subband has $\psi=\varphi(r)e^{ikz}$. The Schr\"odinger equation $-\nabla^2\psi/(2m)=E\psi$ becomes
\begin{equation}
\varphi''+\frac1r\varphi'+(2mE-k^2)\varphi=0 .
\end{equation}
The solution that is finite on the axis is $\varphi=N J_0(\kappa r)$ with $\kappa^2=2mE-k^2$. The wall requires $\kappa R=j$, where $j=j_{01}\approx2.405$ is the first zero of $J_0$. Hence
\begin{equation}
E=E_1+\frac{k^2}{2m},\qquad E_1(R)=\frac{j^2}{2mR^2}.
\label{eq:E1}
\end{equation}

The constant $N$ follows from unit normalization over the cross-section. With $J_0'(y)=-J_1(y)$ and $J_1'(y)=J_0(y)-J_1(y)/y$, and all Bessel functions taken at $jx$,
\begin{align}
\frac{d}{dx}\left[\frac{x^2}{2}(J_0^2+J_1^2)\right]
&=x(J_0^2+J_1^2)+x^2\left[-jJ_0J_1+jJ_1J_0-\frac{J_1^2}{x}\right]\nonumber\\
&=xJ_0^2 .
\end{align}
Integrating from 0 to 1 and using $J_0(j)=0$ gives $\int_0^1xJ_0^2(jx)\,dx=J_1^2(j)/2$. Therefore
\begin{equation}
1=2\pi N^2R^2\,\frac{J_1^2(j)}2,\qquad N=\frac1{\sqrt\pi\,R\,J_1(j)} .
\end{equation}
What the wall will test is the radial slope of the wave function there:
\begin{equation}
\varphi'(R)=-N\frac jR J_1(j)=-\frac{j}{\sqrt\pi R^2},
\qquad [\varphi'(R)]^2=\frac{j^2}{\pi R^4}.
\label{eq:wallslope}
\end{equation}

The next transverse states vary as $e^{\pm i\theta}$ and have the energy $j_{11}^2/(2mR^2)$, where $j_{11}\approx3.832$ is the first zero of $J_1$. They cannot propagate as long as $j^2/R^2+k^2<j_{11}^2/R^2$, which is
\begin{equation}
kR<\sqrt{j_{11}^2-j_{01}^2}\approx2.98 .
\label{eq:single}
\end{equation}
This is the single-subband condition assumed from here on.

\subsection{Moving the boundary condition to the mean wall}

Let the rough part of the wire have length $L$, with straight wire on both sides. An electron comes from the left. Far from the rough part,
\begin{equation}
\psi\to
\begin{cases}
\varphi(r)\,(e^{ikz}+\rho\,e^{-ikz}), & z\to-\infty,\\
\tau\,\varphi(r)\,e^{ikz}, & z\to+\infty ,
\end{cases}
\label{eq:asym}
\end{equation}
where $\rho$ and $\tau$ are the reflection and transmission amplitudes. All other modes decay away from the rough part.

The true condition is $\psi=0$ at $r=R+\delta$. Expanding about the mean radius gives
\begin{equation}
0=\psi(R,\theta,z)+\delta(\theta,z)\,\partial_r\psi(R,\theta,z)+O(\delta^2).
\end{equation}
The second term already contains one factor $\delta$, so to first order $\psi$ in it may be replaced by the incident wave:
\begin{equation}
\psi(R,\theta,z)=-\delta(\theta,z)\,\varphi'(R)\,e^{ikz}.
\label{eq:moved}
\end{equation}
Where the wall has moved inward, $\psi$ at $r=R$ means the smooth continuation of the wave function past the true wall. The rough wire has thus been replaced by a straight one, whose wall carries a small prescribed value of $\psi$. The step requires a small height and a small slope of the wall. It does not require the roughness to vary slowly on the scale of the radius.

\subsection{The reflection amplitude from Green's identity}

Take as a probe the unperturbed wave $\chi=\varphi(r)e^{ikz}$. Both $\psi$ and $\chi$ satisfy $\nabla^2f=-2mEf$ in the straight cylinder, so $\chi\nabla^2\psi-\psi\nabla^2\chi=0$ there. Integrating over a long piece of the cylinder and applying Green's identity gives
\begin{equation}
\oint\left(\chi\,\partial_n\psi-\psi\,\partial_n\chi\right)dS=0 ,
\label{eq:green}
\end{equation}
with $n$ the outward normal. The surface consists of two end caps and the side wall.

On the right cap $\psi=\tau\chi$, and the two terms cancel. On the left cap the outward normal is $-z$. Since $\int\varphi^2d^2r=1$,
\begin{align}
-\int(\chi\,\partial_z\psi-\psi\,\partial_z\chi)\,d^2r
&=-ik\left[(e^{2ikz}-\rho)-(e^{2ikz}+\rho)\right]\nonumber\\
&=2ik\rho .
\end{align}
The probe thus picks out the reflected wave. A probe $e^{-ikz}$ would have picked out the transmitted one.

On the side wall $\chi=0$, and the first term of Eq.~(\ref{eq:green}) drops out. The second, with Eq.~(\ref{eq:moved}), is
\begin{align}
-\int\psi\,\partial_r\chi\,R\,d\theta\,dz
&=[\varphi'(R)]^2R\int\!\!\int\delta(\theta,z)\,e^{2ikz}\,d\theta\,dz\nonumber\\
&=2\pi R\,[\varphi'(R)]^2\,\tilde\delta_0(2k),
\label{eq:side}
\end{align}
where
\begin{equation}
\tilde\delta_0(2k)=\int\delta_0(z)\,e^{2ikz}\,dz .
\end{equation}
By Eq.~(\ref{eq:wallslope}) the prefactor is $2\pi R\,j^2/(\pi R^4)=2j^2/R^3$. The contributions must add to zero, $2ik\rho+2j^2\tilde\delta_0(2k)/R^3=0$, and with $-1/i=i$ this gives
\begin{equation}
\rho=\frac{i\,j^2}{kR^3}\,\tilde\delta_0(2k).
\label{eq:rho}
\end{equation}

Two features of this result do not depend on the statistics of the wall. First, $\delta$ enters through its azimuthal mean. A displacement proportional to $\cos\theta$ or $\cos2\theta$ pushes the wall out at some angles and in at others, and for the uniform angular density of the lowest subband the effects cancel at first order. Second, the power $R^{-3}$ can be traced: the squared slope at the wall gives $R^{-4}$, and the circumference gives back one factor $R$.

\subsection{From one wire to a reflection per length}

The average reflection probability requires
\begin{align}
\langle|\tilde\delta_0(2k)|^2\rangle
&=\int_0^L\!\!\int_0^L C_0(z-z')\,e^{2ik(z-z')}\,dz\,dz'\nonumber\\
&=\int_{-L}^{L}(L-|u|)\,C_0(u)\,e^{2iku}\,du
\;\approx\;L\,S_0(2k).
\label{eq:average}
\end{align}
In the second line $u=z-z'$, and $L-|u|$ is the length over which a given separation $u$ occurs. The last step holds when $L$ is much longer than the correlation length, because $|u|$ can then be neglected beside $L$ wherever $C_0$ is appreciable. If $S_0(2k)$ is itself very small, $L$ must be larger still, so that $L\,S_0(2k)$ exceeds the dropped term, which does not grow with $L$.

Define the backscattering length $\ell$ by $\langle|\rho|^2\rangle=L/\ell$, for $L$ long compared with the correlation length but short compared with $\ell$. Equations (\ref{eq:rho}) and (\ref{eq:average}) give
\begin{equation}
\boxed{\;\frac1\ell=\frac{j_{01}^4}{k^2R^6}\,S_0(2k)
=\frac{64\,j_{01}^4}{k^2D^6}\,S_0(2k)\;}
\label{eq:main}
\end{equation}
to lowest order in the roughness. The mass has dropped out at fixed $k$. The argument $2k$ is the change of wave number in a reversal from $k$ to $-k$, which the roughness has to supply.

\subsection{Rigid rings: the sixth power}

The main assumption about the spectrum is that the wall moves in and out as a whole, $\delta=\delta_0(z)$, with
\begin{equation}
C_0(u)=\sigma^2e^{-u^2/\Lambda^2},
\end{equation}
where the rms height $\sigma$ and the correlation length $\Lambda$ do not depend on $D$. Completing the square, $u^2/\Lambda^2+iqu=(u/\Lambda+iq\Lambda/2)^2+q^2\Lambda^2/4$, leaves a Gaussian integral:
\begin{equation}
S_{\rm ring}(q)=\sqrt\pi\,\sigma^2\Lambda\,e^{-q^2\Lambda^2/4}.
\label{eq:ring}
\end{equation}
At $q=2k$ the exponential is $e^{-k^2\Lambda^2}$, so
\begin{equation}
\ell_{\rm ring}=\frac{k^2D^6}{64\sqrt\pi\,j_{01}^4\,\sigma^2\Lambda}\,e^{k^2\Lambda^2}.
\end{equation}
At fixed $k$, $\ell_{\rm ring}\propto D^6$. For $k\Lambda\ll1$ the length grows as $k^2$. For $k\Lambda\gg1$ the roughness is too smooth to supply the wave number $2k$, and first-order backscattering is exponentially weak.

Fixed $k$ means a fixed kinetic energy $k^2/2m$ above the subband edge. If $k$ is the Fermi wave number at zero temperature, it also corresponds to a fixed line density $2k/\pi$ of electrons in one spin-degenerate subband. At fixed total energy, by contrast, $k^2=2mE-j^2/R^2$ changes with the diameter, and Eq.~(\ref{eq:main}) is not a power law.

\subsection{Surface patches: towards the seventh power}

Now let the roughness be correlated over a distance $\Lambda$ in every direction along the wall:
\begin{equation}
\langle\delta(\theta,z)\delta(\theta',z')\rangle=\sigma^2e^{-s^2/\Lambda^2},
\end{equation}
where $s$ is the straight-line distance between the two points of the mean wall,
\begin{equation}
s^2=(z-z')^2+2R^2[1-\cos(\theta-\theta')].
\end{equation}
This is a Gaussian correlation in three-dimensional space, restricted to points on the wall. Its three-dimensional Fourier transform is positive, so it is a permissible correlation function.

Averaging over both angles gives $C_0(u)=\sigma^2e^{-u^2/\Lambda^2}F$, with
\begin{equation}
F=\frac1{2\pi}\int_0^{2\pi}e^{-x(1-\cos\theta)}d\theta=e^{-x}I_0(x),
\qquad x=\frac{2R^2}{\Lambda^2},
\end{equation}
where $I_0$ is a modified Bessel function. The axial shape of the spectrum is unchanged: $S_0=F\,S_{\rm ring}$ and $\ell_{\rm patch}=\ell_{\rm ring}/F$.

The local exponent is $p=d\ln\ell_{\rm patch}/d\ln R=6-d\ln F/d\ln R$. With $I_0'=I_1$ and $d\ln x/d\ln R=2$,
\begin{equation}
p=6+2x\,[1-g(x)],\qquad g=\frac{I_1(x)}{I_0(x)} .
\label{eq:p}
\end{equation}
For $R\ll\Lambda$, $g\approx x/2$ is small and $p\to6$: a patch then surrounds the whole wire and acts as a ring. For $R\gg\Lambda$, use $I_1'=I_0-I_1/x$, which gives $g'=1-g/x-g^2$. Inserting $g=1-a/x-b/x^2$ and comparing powers of $1/x$ yields $2a=1$ and $2b=a^2$, so that $a=1/2$, $b=1/8$ and
\begin{equation}
p\approx7+\frac1{4x}.
\end{equation}
The exponent thus approaches 7 from slightly above. In the same limit small angles dominate the integral for $F$, and
\begin{equation}
F\approx\frac1{2\pi}\int_{-\infty}^{\infty}e^{-x\theta^2/2}d\theta
=\frac1{\sqrt{2\pi x}}=\frac{\Lambda}{2\sqrt\pi R}.
\end{equation}
The number of independent patches around the circumference grows as $R/\Lambda$, and the variance of their mean falls as its inverse. This is the origin of the extra power of the diameter.

\section{Second derivation: local modes and a rate}

\subsection{Symbols and results carried over}

The wire has mean radius $R=D/2$, effective mass $m$, axial wave number $k$ and a hard wall. The azimuthal mean of the wall displacement is $\delta_0(z)$. Its Fourier integral over the rough length $L$ is $\tilde\delta_0(2k)$, with $\langle|\tilde\delta_0(2k)|^2\rangle=L\,S_0(2k)$ for long $L$. The lowest subband edge is $E_1=j^2/(2mR^2)$ with $j=j_{01}$. The first derivation gave the reflection amplitude $\rho=ij^2\tilde\delta_0(2k)/(kR^3)$ and the reflection probability per length $1/\ell=j^4S_0(2k)/(k^2R^6)$. For rings of rms height $\sigma$ and correlation length $\Lambda$, $S_0(2k)=\sqrt\pi\,\sigma^2\Lambda\,e^{-k^2\Lambda^2}$. For surface patches this is multiplied by $F=e^{-x}I_0(x)$, $x=2R^2/\Lambda^2$.

The second derivation treats rings. It starts from the energy of the cross-section and arrives at $\ell$ through a transition rate.

The first derivation has given the backscattering length to lowest order in the roughness: at fixed $k$ and fixed roughness parameters it grows as $D^6$ for rings, and with an exponent approaching 7 for patches much smaller than the circumference. What remains is the second derivation, for rings, followed by a comparison of the assumptions, the limits of the result, numerical tests and a worked example.
